# Kim-Kosterlitz growth speed in one dimension: error of the independent-slope estimate

## Question

In the one-dimensional Kim-Kosterlitz model, a surface is a row of integer heights $h_i$ on a ring of $L$ sites. A site is drawn at random and its height is raised by one layer, provided that the height differences to both neighbours stay within $-1,0,1$. Otherwise the attempt is refused and nothing changes. How fast does the surface grow if neighbouring slopes are taken as independent and equally likely to be $-1$, $0$ or $1$? How large is the error of that estimate, where does it come from, and how does the comparison depend on $L$?

## Answer

### The speed as a probability

Let time be counted in attempts per site, so that each site is tried once per unit time on average. The speed $v$, in layers per attempt per site, is then the fraction of attempts that succeed.

Define the slopes $s_i=h_{i+1}-h_i$. Raising $h_i$ by one increases the slope on its left and decreases the slope on its right:

$$(s_{i-1},s_i)\to(s_{i-1}+1,\;s_i-1).$$

Both new slopes are allowed when $s_{i-1}\le 0$ and $s_i\ge 0$. Hence

$$v=P(s_{i-1}\le0,\;s_i\ge0).$$

For independent, equally likely slopes each condition holds with probability $2/3$, so

$$v_{\rm ind}=\left(\tfrac23\right)^2=\tfrac49\approx0.4444 .$$

Simulation of rings of 16 and 64 sites, extrapolated to infinite size, gives $v=0.4190\pm0.0002$ (one standard error). This error is statistical only. The extrapolation assumes a pure $1/L$ correction, and the neglected higher terms shift the result by a similar amount. The estimate is too high by $0.0255$, which is $6.1\%$ of the simulated speed.

### Why equal likelihood is a reasonable choice

Write $+,0,-$ for the three slopes, and $P(+,-)$ for the probability that a slope $+$ is followed by a slope $-$. On a ring the slopes add up to zero, so $P(+)=P(-)=\rho$ and $P(0)=1-2\rho$.

In the steady state, slopes $+$ must appear and disappear at equal rates. A slope $0$ becomes $+$ when the site at its right end is raised, which requires the next slope to be $\ge0$. A slope $+$ becomes $0$ when the site at its left end is raised, which requires the previous slope to be $\le0$. Therefore

$$P(0,0)+P(0,+)=P(-,+)+P(0,+),$$

$$P(0,0)=P(-,+).$$

This relation holds in the steady state of the model without approximation. On the ring of 12 sites, solved numerically from its full master equation, both sides equal $0.128331$.

If slopes are independent, the relation becomes $(1-2\rho)^2=\rho^2$. Both $1-2\rho$ and $\rho$ are non-negative, so $1-2\rho=\rho$ and $\rho=1/3$. Equal likelihood thus follows from independence and zero mean slope. The assumption that fails is independence.

### Which correlation lowers the speed

The event "$s_{i-1}\le0$ and $s_i\ge0$" excludes $s_{i-1}=+$ and $s_i=-$. Subtracting both cases, and adding back their overlap, gives

$$v=1-2\rho+P(+,-).$$

The pair $(+,-)$ is a sharp peak: a site higher than both neighbours. Suppose the surface starts with independent, equally likely slopes. The balance above then gives $d\rho/dt=0$ at the first instant. Peaks behave differently:

- A peak forms when a site between two slopes $0$ is raised, at rate $P(0,0)=1/9$.
- A peak is lost when its left or right neighbour is raised. Each event needs one further slope of suitable sign, and has rate $(2/3)(1/9)=2/27$.

The net change is

$$\frac{dP(+,-)}{dt}=\frac19-\frac4{27}=-\frac1{27},$$

and since $d\rho/dt=0$, also $dv/dt=-1/27\approx-0.037$ per unit time. Independent slopes are not a steady state, and the speed begins to fall from $4/9$.

This fixes only the initial direction. The final state follows from the simulated values $\rho=0.3355$ and $P(+,-)=0.0897$. Compared with $1/3$ and $1/9$, they contribute

$$-2(0.3355-0.3333)\approx-0.004,\qquad 0.0897-0.1111\approx-0.021$$

to the speed. About five sixths of the reduction comes from the shortage of peaks, and the rest from a slightly larger number of nonzero slopes.

### Keeping neighbouring correlations

The next approximation keeps the correlation between adjacent slopes and closes the equations with

$$P(a,b,c)=\frac{P(a,b)P(b,c)}{P(b)}.$$

A mirror image reverses the order of slopes and changes their signs. The pair probabilities can therefore be named

$$\begin{aligned}
&A=P(+,+)=P(-,-),\quad C=P(+,0)=P(0,-),\\
&D=P(0,+)=P(-,0),\quad Q=P(+,-),\\
&R=P(-,+)=P(0,0),
\end{aligned}$$

where the last equality is the steady-state relation found above. Let $z=P(0)$ and $w=D+R$. The growing pairs are $(-,0)$, $(-,+)$, $(0,0)$ and $(0,+)$, so $v=2D+2R=2w$. Summing over one slope of a pair gives

$$A+C+Q=\rho,\qquad A+w=\rho,\qquad C+w=z.$$

Moreover, $w$ equals each of $P(\le0,+)$, $P(\le0,0)$, $P(0,\ge0)$ and $P(-,\ge0)$.

**Balance of $(+,+)$.** The pair is gained from $(+,0)$ if the following slope is $\ge0$, and lost if the preceding slope is $\le0$:

$$\frac{Cw}{z}=\frac{wA}{\rho}.$$

Insert $C=z-w$ and $A=\rho-w$ and divide by $w$. Then $1-w/z=1-w/\rho$, so $z=\rho$. With $z=1-2\rho$ this gives $\rho=1/3$ again, and $C=A=1/3-w$. The first sum rule yields

$$Q=\tfrac13-2A=2w-\tfrac13 .$$

**Balance of $(-,+)$.** This valley is gained from $(0,+)$ and from $(-,0)$, each at rate $wD/z=3wD$. It is lost when it is filled, at rate $R$. So $R=6wD$, and $w=D+R$ gives $D=w/(1+6w)$.

**Balance of $(+,-)$.** Peaks form at rate $P(0,0)=R$ and are lost at rate $2wQ/\rho=6wQ$. Comparison with $R=6wD$ shows that $Q=D$.

Equating the two expressions for $Q$,

$$\left(2w-\tfrac13\right)(1+6w)=w .$$

The left side expands to $2w+12w^2-\tfrac13-2w$, which leaves

$$12w^2-w-\tfrac13=0,\qquad w=\frac{1+\sqrt{17}}{24}.$$

The other root is negative. The speed is

$$v_{\rm pair}=2w=\frac{1+\sqrt{17}}{12}\approx0.4269 .$$

This closes $69\%$ of the gap and leaves an excess of $1.9\%$ over the simulated speed. The approximation places the whole reduction in the peaks, with $P(+,-)=0.0936$, and keeps $\rho=1/3$. The small rise of $\rho$ and the further loss of peaks come from correlations that the pair closure leaves out.

### How the comparison scales with ring size

A finite ring grows faster than an infinite one. The reason can be seen by keeping all slope sequences equally likely, but admitting only those whose sum is zero. Let $N_n(k)$ be the number of sequences of $n$ slopes with sum $k$. A chosen adjacent pair with sum $m$ has probability $N_{L-2}(-m)/N_L(0)$.

One slope has variance $2/3$. For large $n$ the central limit form is

$$N_n(k)\approx\frac{3^n}{\sqrt{4\pi n/3}}\;e^{-3k^2/(4n)} .$$

Its relative corrections of order $1/n$ cancel in the ratio up to order $1/L^2$. Using $\sqrt{L/(L-2)}\approx1+1/L$,

$$\frac{N_{L-2}(-m)}{N_L(0)}\approx\frac19\left[1+\frac1L-\frac{3m^2}{4L}\right].$$

The four growing pairs have $m=-1,0,0,1$, so $\sum m^2=2$ and

$$v_{\rm ind}(L)\approx\frac19\left[4+\frac4L-\frac{3}{2L}\right]=\frac49+\frac{5}{18L}.$$

The closed ring favours neighbouring slopes that compensate each other, and it also holds a slightly larger share of zero slopes. Both effects raise the chance of finding a site that can grow. The coefficient is $5/18\approx0.28$.

The real dynamics can be compared with this law. Rings of up to 14 sites were solved from the master equation. Sizes 10, 12, 14 and sizes 9, 11, 13 were extrapolated separately with terms in $1/L$ and $1/L^2$. The mean of the two limits is $v_\infty=0.4191$, in agreement with the simulation. Relative to this limit:

| $L$ | $v(L)$ | $L\,[v(L)-v_\infty]$ |
|---|---|---|
| 6 | 0.4760 | 0.34 |
| 10 | 0.4516 | 0.32 |
| 14 | 0.4418 | 0.32 |
| 16 (simulated) | 0.4389 | 0.32 |
| 64 (simulated) | 0.4240 | 0.31 |

The last column is nearly constant, as a $1/L$ law requires. The rows for 10 and 14 sites were used to find this $v_\infty$. The other three were not, and the row for 64 sites extends the comparison well beyond the fitted sizes. Over the exactly solved rings the last column still falls slightly with $L$. The two simulated entries carry statistical errors of $0.003$ and $0.008$, so their difference is not resolved. Fits with terms in $1/L$ and $1/L^2$ put its limit near $0.30$, which would make the independent-slope value $0.28$ about $8\%$ low. This limit depends on the assumed form of the higher terms and is uncertain in its second digit. Replacing $1/L^2$ by $1/L^{5/3}$ lowers it to about $0.28$, but that fit also raises $v_\infty$ to $0.4195$, about $0.0005$ above the simulated value, so it is the less favoured form.

With $0.31$ as a representative value for the sizes in the table, the error of the plain number $4/9$ on a ring is roughly

$$\frac49-v(L)\approx0.025-\frac{0.31}{L}.$$

It changes sign near $L=12$. The master equation gives $0.4459$ for 12 sites and $0.4437$ for 13, on either side of $4/9$. A simulation of such a small ring would seem to confirm the estimate, although two errors of opposite sign merely cancel. At $L=64$ the excess is $0.0205$, or $4.8\%$ of the speed on that ring. Adding the ring term to the estimate gives $0.4488$ and an excess of $5.9\%$, close to the $6.1\%$ of the infinite system.

Small rings need one more precaution. The slope density $\rho$ contains a part that alternates between even and odd sizes and fades as the ring grows. It is plainest on the smallest rings, for example $0.3191$, $0.3069$, $0.3209$ for $L=4,5,6$. A fit through $L=10,11,12$ with terms in $1/L$ and $1/L^2$ forms its limit with weights $50$, $-121$ and $72$, which amplify any alternation. It returns $\rho=0.42$. Separate fits to even and odd sizes give $0.336$ and $0.334$, consistent with the simulated $0.3355$.

### What the number does and does not describe

The values $4/9$ and $0.419$ belong to one dimension, zero mean slope, a height step limited to one, and sites tried one at a time. At the largest possible mean slope every $s_i$ is $+1$, no site can grow, and $v=0$.

The speed is also not a sticking probability for a real crystal. The model discards a refused atom, whereas an atom arriving in epitaxy can usually diffuse to another site. Surface diffusion would change the meaning of a refused attempt, and the $6\%$ error found here says nothing about its effect. The remaining digits are listed in the numerical output.

## Numbers as computed

```
Speeds: layers per attempt per site; probabilities: dimensionless
Independent-slope speed: 0.444444
Independent stationary rho: 0.333333
Initial d(rho)/dt, per attempt per site: 0.000000
Initial d(peak)/dt, per attempt per site: -0.037037
Initial d(speed)/dt, per attempt per site: -0.037037
Pair-approximation speed: 0.426925
Pair-approximation rho: 0.333333
Pair-approximation peak: 0.093592
Pair-approximation valley P(-,+): 0.119871
Pair-approximation flat P(0,0): 0.119871
Master equation, L=3 sites: speed 0.545455, rho 0.272727
Master equation, L=4 sites: speed 0.510638, rho 0.319149
Master equation, L=5 sites: speed 0.488659, rho 0.306896
Master equation, L=6 sites: speed 0.475989, rho 0.320894
Master equation, L=7 sites: speed 0.466896, rho 0.317800
Master equation, L=8 sites: speed 0.460447, rho 0.323344
Master equation, L=9 sites: speed 0.455466, rho 0.322725
Master equation, L=10 sites: speed 0.451585, rho 0.325339
Master equation, L=11 sites: speed 0.448436, rho 0.325451
Master equation, L=12 sites: speed 0.445850, rho 0.326863
Master equation, L=13 sites: speed 0.443678, rho 0.327175
Master equation, L=14 sites: speed 0.441834, rho 0.328029
Master equation, L=12, P(0,0): 0.128331
Master equation, L=12, P(-,+): 0.128331
Extrapolation, even L=10,12,14: speed 0.41914, rho 0.33637, peak 0.09189
Extrapolation, odd L=9,11,13: speed 0.41911, rho 0.33425, peak 0.08762
Extrapolation, mixed L=10,11,12: speed 0.41968, rho 0.42145, peak 0.26258
Even-odd mean, speed: 0.41913, half difference 0.00002
Even-odd mean, rho: 0.33531, half difference 0.00106
Even-odd mean, peak: 0.08975, half difference 0.00213
Monte Carlo replicas per ring size: 2000
Monte Carlo, L=12 sites, speed: 0.44518 +/- 0.00039
Monte Carlo, L=16 sites, speed: 0.43885 +/- 0.00021
Monte Carlo, L=64 sites, speed: 0.42395 +/- 0.00013
Monte Carlo extrapolated speed: 0.41899 +/- 0.00018
Monte Carlo extrapolated rho: 0.33546 +/- 0.00012
Monte Carlo extrapolated peak: 0.08965 +/- 0.00013
4/9 minus Monte Carlo speed: 0.02546
Excess of 4/9 over Monte Carlo: 6.08 %
Excess of pair speed over Monte Carlo: 1.89 %
Share of gap closed by pair approximation: 68.8 %
Speed change from slope density (rings): -0.00396
Speed change from peak probability (rings): -0.02136
```
